# Bell's tunnelling correction for a parabolic barrier and its divergence temperature: a numerical check

```python
"""Bell's tunnelling correction for thermal passage through V0 - m w^2 x^2/2.

Result under test: kappa = (u/2)/sin(u/2), u = hbar w/(kB T), for T > Tc only,
with divergence at Tc = hbar w/(2 pi kB).
Symbols: eps = (E-V0)/(hbar w); q = x sqrt(m w/hbar); a = Tc/T = u/(2 pi);
y = 2 pi eps; depth = 2 pi V0/(hbar w), the scaled height above the floor.
The example is a hydrogen hop with rough parameters for bcc chromium.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, simpson, solve_ivp
from scipy.optimize import minimize_scalar


def parabola_transmission(eps):
    return 1.0 / (1.0 + np.exp(-2 * np.pi * eps))


def bell(a):
    return np.pi * a / np.sin(np.pi * a)


def log_weight(y, a):
    """Logarithm of Boltzmann factor times transmission."""
    return -a * y - np.logaddexp(0.0, -y)


def thermal_factor(a, depth=np.inf):
    """Quadrature of the thermal average down to y = -depth."""
    def weight(y):
        return np.exp(log_weight(y, a))
    upper = quad(weight, 0, np.inf, epsabs=1e-11, epsrel=1e-10, limit=300)[0]
    lower = quad(weight, -depth, 0, epsabs=1e-11, epsrel=1e-10, limit=300)[0]
    return a * (upper + lower)


# ---- Integral solution of psi'' + (q^2 + 2 eps) psi = 0 ----
mp.mp.dps = 30
eps_test = mp.mpf("0.3")
turn = mp.exp(1j * mp.pi / 4)


def integral_solution(q):
    def integrand(w):
        if w == 0:
            return mp.mpc(0)
        s = turn * w * w
        power = mp.exp((-mp.mpf(1) / 2 - 1j * eps_test) * mp.log(s))
        return power * mp.exp(1j * s * s / 4 + 1j * s * q) * turn * 2 * w
    nodes = [mp.mpf(j) / 2 for j in range(14)]
    return mp.exp(1j * q * q / 2) * mp.quad(integrand, nodes)


q0, dq = mp.mpf("0.7"), mp.mpf("0.001")
left, middle, right = [integral_solution(q0 + j * dq) for j in (-1, 0, 1)]
residual = (left - 2 * middle + right) / dq**2 + (q0**2 + 2 * eps_test) * middle
assert abs(residual) < 1e-5

far = mp.mpf(8)
z = mp.mpf(1) / 2 - 1j * eps_test
outward = mp.gamma(z) * far**(-z) * mp.exp(1j * far**2 / 2)
transmitted_wave = outward * mp.exp(1j * mp.pi * z / 2)
reflected_wave = outward * mp.exp(-1j * mp.pi * z / 2)
incident_wave = ((2 * far)**(-mp.mpf(1) / 2 - 1j * eps_test)
                 * 2 * mp.sqrt(mp.pi) * turn * mp.exp(-1j * far**2 / 2))
# The next asymptotic terms are of relative size 1/far^2 times about 0.2.
assert abs(integral_solution(far) - transmitted_wave) < 0.01
assert abs(integral_solution(-far) - reflected_wave - incident_wave) < 0.01


# ---- Transmission by direct integration of the wave equation ----
def integrated_transmission(eps, edge=12.0):
    k = np.sqrt(edge**2 + 2 * eps)
    start = [1.0 + 0j, 1j * k - edge / (2 * k**2)]
    sol = solve_ivp(lambda q, f: [f[1], -(q * q + 2 * eps) * f[0]],
                    (edge, -edge), start, method="DOP853",
                    rtol=1e-10, atol=1e-12)
    assert sol.success
    psi, slope = sol.y[:, -1]
    rightgoing = 1j * k * psi + slope - edge / (2 * k**2) * psi
    return k / (abs(rightgoing)**2 / (4 * k))


transmission_error = 0.0
for eps in (-0.5, -0.2, 0.0, 0.3, 0.8):
    numeric = integrated_transmission(eps)
    error = abs(numeric / parabola_transmission(eps) - 1)
    transmission_error = max(transmission_error, error)
# Finite edges leave asymptotic errors of order edge^-4.
assert transmission_error < 1e-3

# ---- Thermal average, its pole, its dominant energy and its floor ----
for a in (0.1, 0.4, 0.7, 0.9):
    assert abs(thermal_factor(a) / bell(a) - 1) < 1e-7
    best = minimize_scalar(lambda y: -log_weight(y, a), bounds=(-20, 20),
                           method="bounded", options={"xatol": 1e-9})
    assert abs(best.x - np.log((1 - a) / a)) < 1e-5
assert abs(thermal_factor(0.99) * (1 / 0.99 - 1) - 1) < 1e-3
small_u = 0.3
assert abs(thermal_factor(small_u / (2 * np.pi)) - 1 - small_u**2 / 24) < 1e-5
for depth in (5.0, 10.0, 40.0):
    assert abs(thermal_factor(1.0, depth) - np.logaddexp(0, depth)) < 1e-7
# Below Tc, lowering the floor makes the integral grow exponentially.
growth = thermal_factor(1.2, 60.0) / thermal_factor(1.2, 40.0)
assert abs(growth / np.exp(0.2 * 20) - 1) < 1e-2

# ---- Example: energies in eV, lengths in nm, temperatures in K ----
barrier, hop = 0.20, 0.10
mass = const.m_p + const.m_e
kB = const.k / const.e
omega = np.pi * np.sqrt(2 * barrier * const.e / mass) / (hop * 1e-9)
quantum = const.hbar * omega / const.e
Tc = quantum / (2 * np.pi * kB)
depth = 2 * np.pi * barrier / quantum
kinetic = const.hbar**2 / (2 * mass) / const.e * 1e18


def profile(x):
    return barrier * np.cos(np.pi * x / hop)**2


step = hop * 1e-3
curvature = (profile(step) - 2 * profile(0) + profile(-step)) / step**2
omega_fd = np.sqrt(-curvature * const.e * 1e18 / mass)
assert abs(omega_fd / omega - 1) < 1e-4


def barrier_transmission(energies, potential, half_width, slices=1600):
    """Scattering through a barrier with flat leads at zero energy."""
    width = 2 * half_width / slices
    centres = half_width - (np.arange(slices) + 0.5) * width
    k_lead = np.sqrt(energies / kinetic)
    psi = np.ones(len(energies), complex)
    slope = 1j * k_lead
    for height in potential(centres):
        k = np.sqrt((energies - height + 1e-13j) / kinetic)
        cosine, sine = np.cos(k * width), np.sin(k * width)
        psi, slope = (cosine * psi - sine / k * slope,
                      k * sine * psi + cosine * slope)
    return 4 / np.abs(psi + slope / (1j * k_lead))**2


# Check the scattering solver on the sech^2 barrier, whose result is known.
inverse_width = 50.0
check_E = np.array([0.08, 0.15, 0.20, 0.30])
found = barrier_transmission(
    check_E, lambda x: barrier / np.cosh(inverse_width * x)**2, 0.22, 4000)
sinh2 = np.sinh(np.pi * np.sqrt(check_E / kinetic) / inverse_width)**2
root = np.sqrt(4 * barrier / (kinetic * inverse_width**2) - 1)
known = sinh2 / (sinh2 + np.cosh(np.pi * root / 2)**2)
assert np.max(np.abs(found / known - 1)) < 2e-3

energy = np.linspace(1e-6, barrier + 1.5, 3001)
passage = barrier_transmission(energy, profile, hop / 2)
coarse = barrier_transmission(energy, profile, hop / 2, 800)


def cosine_factor(T, chance=passage):
    beta = 1 / (kB * T)
    return beta * simpson(chance * np.exp(-beta * (energy - barrier)), x=energy)


for T in (200.0, 300.0, 600.0):
    assert abs(cosine_factor(T, coarse) / cosine_factor(T) - 1) < 1e-3
for T in (250.0, 300.0):
    assert 1 < cosine_factor(T) < bell(Tc / T)

# The cosine barrier is thicker at its foot than the parabola.
E_low = barrier / 4
action = 2 * quad(lambda x: np.sqrt(max(profile(x) - E_low, 0) / kinetic),
                  -hop / 3, hop / 3)[0]
action_parabola = 2 * np.pi * (barrier - E_low) / quantum
assert action > action_parabola

# Hop rate in one direction, and the classical anharmonicity of the well.
T_room = 300.0
beta = 1 / (kB * T_room)
a_room = Tc / T_room
rate_classical = omega / (2 * np.pi) * np.exp(-beta * barrier)
well_length = quad(lambda x: np.exp(-beta * profile(x)), 0, hop)[0] * 1e-9
rate_phase_space = (np.sqrt(const.k * T_room / (2 * np.pi * mass))
                    / well_length * np.exp(-beta * barrier))
assert abs(rate_phase_space / rate_classical - 1) < 0.1


# Sizes of neglected effects; the last inputs are illustrative assumptions.
def quantum_mode(level):
    half = beta * level / 2
    return half / np.sinh(half)


well_factor = 1 / quantum_mode(quantum)
zero_point = quantum / 2
depth_zero_point = 2 * np.pi * (barrier - zero_point) / quantum
side_well, side_saddle = 0.12, 0.15
side_factor = (quantum_mode(side_saddle) / quantum_mode(side_well))**2
friction = 5e12
growth_rate = max(np.roots([1, friction, -omega**2]).real)
host_mass_u, host_shift = 52.0, 0.05
added_mass = host_mass_u * host_shift**2
Tc_host = Tc / np.sqrt(1 + added_mass * const.atomic_mass / mass)

print(f"Largest relative error, parabola transmission: {transmission_error:.1e}")
print(f"Barrier height V0: {barrier:.2f} eV")
print(f"Hop length d: {hop:.2f} nm")
print(f"Hydrogen mass: {mass / const.atomic_mass:.4f} u")
print(f"Barrier angular frequency: {omega:.4e} rad/s")
print(f"Barrier quantum hbar*omega: {quantum:.4f} eV")
print(f"Divergence temperature Tc: {Tc:.1f} K")
print(f"Twice Tc (dominant energy at top): {2 * Tc:.1f} K")
print(f"Scaled barrier height 2 pi V0/(hbar omega): {depth:.3f} (no unit)")
print("Factors kappa (no unit): Bell, 1+u^2/24, floor-cut, cosine barrier")
for T in (600.0, 400.0, 300.0, 250.0):
    a = Tc / T
    print(f"T={T:.0f} K, u={2 * np.pi * a:.3f}: Bell {bell(a):.3f}, "
          f"series {1 + (2 * np.pi * a)**2 / 24:.3f}, "
          f"floor {thermal_factor(a, depth):.3f}, cosine {cosine_factor(T):.3f}")
print(f"At Tc, floor-cut kappa: {thermal_factor(1.0, depth):.3f} (no unit)")
print(f"At Tc, cosine kappa: {cosine_factor(Tc):.3f} (no unit)")
print(f"At 200 K, meaningless Bell formula: {bell(Tc / 200):.3f} (no unit)")
print(f"At 200 K, floor-cut kappa: {thermal_factor(Tc / 200, depth):.3f} (no unit)")
print(f"At 200 K, cosine kappa: {cosine_factor(200.0):.3f} (no unit)")
for T in (300.0, 250.0):
    peak = quantum / (2 * np.pi) * np.log(T / Tc - 1)
    print(f"Dominant energy from barrier top at {T:.0f} K: {peak:.4f} eV")
print(f"Classical hop rate, one direction, 300 K: {rate_classical:.3e} 1/s")
print(f"Bell hop rate, one direction, 300 K: {rate_classical * bell(a_room):.3e} 1/s")
print(f"Tunnelling exponent at V0/4, parabola: {action_parabola:.3f} (no unit)")
print(f"Tunnelling exponent at V0/4, cosine: {action:.3f} (no unit)")
print("Neglected effects (rate factors at 300 K unless stated):")
print(f"Finite floor: {thermal_factor(a_room, depth) / bell(a_room):.3f}")
print(f"Cosine shape with flat leads: {cosine_factor(300.0) / bell(a_room):.3f}")
print(f"Classical anharmonic well: {rate_phase_space / rate_classical:.3f}")
print(f"Quantized harmonic well: {well_factor:.3f}")
print(f"Well zero-point energy: {zero_point:.4f} eV")
print(f"Kappa at Tc, floor at zero-point level: "
      f"{thermal_factor(1.0, depth_zero_point):.3f} (no unit)")
print(f"Assumed transverse quanta, well and saddle: "
      f"{side_well:.2f} and {side_saddle:.2f} eV")
print(f"Two stiffened transverse modes: {side_factor:.3f}")
print(f"Assumed friction rate: {friction:.1e} 1/s")
print(f"Barrier growth rate with/without friction: {growth_rate / omega:.4f}")
print(f"Assumed host mass: {host_mass_u:.0f} u; shift per hop length: {host_shift:.2f}")
print(f"Added effective mass: {added_mass:.3f} u")
print(f"Tc with host motion: {Tc_host:.1f} K")
print("success")
```

It prints:

```
Largest relative error, parabola transmission: 3.0e-05
Barrier height V0: 0.20 eV
Hop length d: 0.10 nm
Hydrogen mass: 1.0078 u
Barrier angular frequency: 1.9441e+14 rad/s
Barrier quantum hbar*omega: 0.1280 eV
Divergence temperature Tc: 236.3 K
Twice Tc (dominant energy at top): 472.7 K
Scaled barrier height 2 pi V0/(hbar omega): 9.820 (no unit)
Factors kappa (no unit): Bell, 1+u^2/24, floor-cut, cosine barrier
T=600 K, u=2.475: Bell 1.310, series 1.255, floor 1.308, cosine 1.327
T=400 K, u=3.712: Bell 1.934, series 1.574, floor 1.908, cosine 1.888
T=300 K, u=4.950: Bell 4.002, series 2.021, floor 3.540, cosine 3.254
T=250 K, u=5.940: Bell 17.382, series 2.470, floor 7.269, cosine 5.990
At Tc, floor-cut kappa: 9.820 (no unit)
At Tc, cosine kappa: 7.709 (no unit)
At 200 K, meaningless Bell formula: -6.871 (no unit)
At 200 K, floor-cut kappa: 31.859 (no unit)
At 200 K, cosine kappa: 20.745 (no unit)
Dominant energy from barrier top at 300 K: -0.0267 eV
Dominant energy from barrier top at 250 K: -0.0581 eV
Classical hop rate, one direction, 300 K: 1.351e+10 1/s
Bell hop rate, one direction, 300 K: 5.407e+10 1/s
Tunnelling exponent at V0/4, parabola: 7.365 (no unit)
Tunnelling exponent at V0/4, cosine: 8.402 (no unit)
Neglected effects (rate factors at 300 K unless stated):
Finite floor: 0.885
Cosine shape with flat leads: 0.813
Classical anharmonic well: 0.962
Quantized harmonic well: 2.383
Well zero-point energy: 0.0640 eV
Kappa at Tc, floor at zero-point level: 6.680 (no unit)
Assumed transverse quanta, well and saddle: 0.12 and 0.15 eV
Two stiffened transverse modes: 0.483
Assumed friction rate: 5.0e+12 1/s
Barrier growth rate with/without friction: 0.9872
Assumed host mass: 52 u; shift per hop length: 0.05
Added effective mass: 0.130 u
Tc with host motion: 222.4 K
success
```
